Standing-wave fringes in photoresist under 193 nm light

**Problem**

Light of vacuum wavelength λ = 193 nm falls at normal incidence from air onto a flat resist film of refractive index n = 1.7 and thickness D = 200 nm. Under the film lies a thick absorbing substrate of complex index n_s = 0.9 + 2.8i. Treat the resist as transparent at first.

(a) How far apart in height are the maxima of the light intensity in the resist?

(b) At what heights do the maxima and minima lie, and how strong is the contrast between them?

(c) What changes if the film is 220 nm thick, or if the substrate reflects weakly?

(d) How far do absorption, oblique incidence and diffusion in the resist alter the answers?

"Intensity" here means |E|², the squared magnitude of the complex electric field amplitude. Part 5 of the solution shows why this quantity, and not the energy flux, sets the exposure dose.

**First estimate by scaling**

In a uniform transparent film the wave equation contains a single length, the wavelength in the resist:

λ/n = 193 nm / 1.7 = 113.5 nm.

The fringe spacing P should therefore be

P = C λ/n,

where C is a pure number. Scaling alone cannot fix C. Nor can it exclude that C depends on other pure numbers, such as the reflection coefficient of the substrate or the ratio D/λ. With the simplest guess, C = 1, the spacing is about 114 nm, and the film holds 200/113.5 ≈ 1.8 periods.

**Exact solution**

*1. The field in the film.* Let u be the height above the substrate, so that the film fills 0 < u < D. The fields vary in time as exp(−iωt). With this choice exp(−iku) travels downward, exp(+iku) travels upward, and an absorbing medium has a positive imaginary index. For a uniform, linear, non-magnetic film at normal incidence, Maxwell's equations reduce to

d²E/du² + k²E = 0, k = 2πn/λ.

The general solution is a sum of two waves. Call the downward amplitude A and the upward amplitude rA:

E(u) = A [exp(−iku) + r exp(iku)].

*2. Reflection at the substrate.* The substrate is thick enough that nothing returns from below. It carries one downward wave,

E(u) = T exp(−ik_s u), k_s = 2πn_s/λ,

which decays with depth because n_s has a positive imaginary part. The electric field is parallel to the interface and therefore continuous. The magnetic field is also continuous, and in non-magnetic media it is proportional to dE/du. At u = 0 these two conditions read

A(1 + r) = T,

−ikA(1 − r) = −ik_s T.

Inserting the first into the second and dividing by −iA gives

k(1 − r) = k_s(1 + r).

Collecting the terms in r gives k − k_s = r(k + k_s). Both wavenumbers carry the factor 2π/λ, which cancels:

r = (n − n_s)/(n + n_s).

For the given indices,

r = (0.8 − 2.8i)/(2.6 + 2.8i).

Multiplying numerator and denominator by 2.6 − 2.8i gives

r = (−5.76 − 9.52i)/14.60 = −0.395 − 0.652i.

Write r = √R exp(iφ). Then √R = 0.762 and R = 0.581. Both parts of r are negative, so the phase lies in the third quadrant: φ = −121.2°.

*3. The fringes.* With this form of r the field is

E = A [exp(−iku) + √R exp(i(ku + φ))].

The squared magnitude of a sum is the sum of the squared magnitudes plus twice the real part of one term times the complex conjugate of the other. The conjugate of exp(−iku) is exp(+iku), so the phases add:

|E|² = |A|² [1 + R + 2√R cos(2ku + φ)].

The argument contains 2k, not k. When the observation point rises by Δu, the path of the downward wave to that point becomes shorter by Δu, and the path of the reflected wave becomes longer by Δu. The path difference changes by 2Δu.

Maxima occur where the cosine equals 1, that is, where 2ku + φ = 2πm with integer m. Hence

u_m = (2πm − φ)/(2k) = (m − φ/2π) λ/(2n).

Subtracting u_m from u_(m+1) removes φ:

P = λ/(2n) = 193 nm/(2 × 1.7) = 56.76 nm.

This answers (a): the fringes are about 56.8 nm apart. The spacing contains neither R, φ nor D. The result does require r ≠ 0. If the substrate had the index of the resist, r would vanish, |E|² would be uniform and there would be no fringes to measure.

*4. Positions and contrast.* Here −φ/2π = 121.2/360 = 0.337. The lowest maximum is therefore at

u_0 = 0.337 × 56.76 nm = 19.1 nm.

Adding P repeatedly gives maxima at 19.1, 75.9, 132.6 and 189.4 nm. Minima need an extra phase of π, which is half a period, and lie at 47.5, 104.3 and 161.0 nm.

Two limits help to read these heights. A perfect mirror has r = −1, so φ = π. The field then vanishes at the mirror, and the lowest maximum is half a period, 28.4 nm, above it. If r is real and positive, φ = 0 and a maximum sits on the substrate surface itself. The absorbing substrate lies between these cases.

The largest and smallest intensities are

I_max = |A|²(1 + √R)², I_min = |A|²(1 − √R)².

Their difference is 4√R |A|² and their sum is 2(1 + R)|A|². The contrast is therefore

V = (I_max − I_min)/(I_max + I_min) = 2√R/(1 + R) = 1.524/1.581 = 0.964.

The ratio I_max/I_min is (1.762/0.238)² ≈ 55. A reflectance of 58 % thus produces nearly dark planes, because interference adds amplitudes and the reflected amplitude is 76 % of the incident one.

*5. Why |E|² is the dose.* Let z = D − u be the depth, k₀ = 2π/λ, and let the resist have a small imaginary index κ, so that its full index is N = n + iκ. The downward energy flux, in units of the incident flux for an incident wave of unit amplitude, is

S = Im(E* dE/dz)/k₀.

Differentiating the product gives

dS/dz = Im(|dE/dz|² + E* d²E/dz²)/k₀.

The first term is real and drops out. In the second, the wave equation gives d²E/dz² = −k₀²N²E, and Im N² = 2nκ. Hence

dS/dz = −2nκk₀|E|².

The energy absorbed per unit depth follows |E|², fringes included. If κ = 0, the flux S is the same at every depth, although |E|² still oscillates. The transparent-film solution is thus the leading approximation when the loss across the whole film is small, that is, when 4πκD/λ is much less than 1: it gives the pattern, and the small κ turns the pattern into dose. With stronger absorption the fringe brightness must be calculated with κ included.

*6. The top surface and a thicker film.* The resist–air surface sends part of the upward wave down again. To find its effect, let the incident wave have unit amplitude at u = D and let ρ be the amplitude reflected into the air. Continuity of E and of dE/du, the latter divided by −ik₀, gives

1 + ρ = A [exp(−ikD) + r exp(ikD)],

1 − ρ = nA [exp(−ikD) − r exp(ikD)].

Adding the two equations removes ρ:

2 = A [(1 + n) exp(−ikD) − (n − 1) r exp(ikD)].

Taking out the factor (1 + n) exp(−ikD) gives

A = 2 exp(ikD) / {(1 + n)[1 − r_t r exp(2ikD)]}, r_t = (n − 1)/(n + 1).

All repeated reflections are contained in A, which multiplies the whole pattern. The film thickness therefore changes the brightness of the fringes but not their heights above the substrate.

For n = 1.7, r_t = 0.7/2.7 = 0.259 and r_t√R = 0.198. With θ = 2kD + φ, the squared magnitude is

|A|² = (2/2.7)² / (1 + 0.198² − 2 × 0.198 cos θ).

For D = 200 nm, 2kD = 360° × 200/56.76, which is 188.4° beyond three full turns, so θ = 67.2°. This gives |A|² = 0.619 and a peak intensity of 0.619 × 1.762² ≈ 1.92 times the incident |E|². For D = 220 nm, θ is equivalent to −166°, and the peak is 1.20. With all else fixed, 20 nm of extra resist lowers the peak by 38 %. Because D enters A through exp(2ikD), up to a phase factor of unit magnitude, the peak intensity repeats when D grows by λ/(2n), the fringe spacing itself.

*7. A weak reflector.* For small R the contrast becomes V ≈ 2√R, which falls much more slowly than R. A substrate with R = 0.01 still gives V = 0.198. The spacing remains 56.76 nm.

These results were tested against a finite-difference solution of the wave equation for the driven film, which does not assume the two-wave form. Substrate indices of 0.9 + 2.8i, 2.5 + 1.0i and 1.391 (the last has R = 0.01) were each combined with thicknesses of 200 and 220 nm. In all six cases the spacing of the maxima agreed with λ/(2n) to within 0.001 nm.

**Comparison of estimate and solution**

Scaling gave P = Cλ/n, and the exact solution has this form with C = 1/2. The estimate of 114 nm is too large by a factor of two, and the film holds 3.5 periods instead of 1.8. The missing factor is the double phase of part 3: the field of one travelling wave repeats after λ/n, but the relative phase of two opposite waves repeats after half that height. The exact solution also settles what scaling left open, since C depends on neither the reflection coefficient nor the thickness.

The factor 1/n matters as well. Fringes in air above a mirror would be λ/2 = 96.5 nm apart; the resist compresses them by 1.7.

**What the simple model leaves out**

*Absorption.* Replace k by k + iα/2, where α = 4πκ/λ and k keeps its real value. The downward wave then has magnitude exp(αu/2) relative to its value at the substrate, and the upward wave has magnitude √R exp(−αu/2). In the cross term the two exponentials cancel:

|E|² ∝ exp(αu) + R exp(−αu) + 2√R cos(2ku + φ),

with R and φ now calculated from the complex resist index. Setting the derivative to zero gives the condition for extrema:

sin(2ku + φ) = α[exp(αu) − R exp(−αu)]/(4k√R).

For κ = 0.02, α = 0.00130 per nm, and a single pass through 200 nm transmits 77 % of the intensity. The right-hand side nevertheless rises only from about 0.003 at the substrate to 0.007 at the top. The phase of the maxima drifts by roughly 0.003 rad across the film, which corresponds to 0.03 nm in height. The largest computed change in any one spacing is 0.009 nm. Contrast suffers more, because the downward wave is stronger near the top while the reflected wave has lost strength: the highest maximum and highest minimum give 0.891 instead of 0.964.

*Oblique incidence.* Let the field vary along the surface as exp(ik₀sx). The number s is the sine of the angle times the index, and it is the same in every flat layer. The wave equation then leaves the vertical wavenumber

q = k₀√(n² − s²).

For an electric field parallel to the surface, the derivation of part 3 holds with q in place of k. Since P = π/q,

P = λ/(2√(n² − s²)).

The other polarization has the same q and therefore the same spacing, but a different contrast, which vanishes for rays at 45° in the resist because the fields of the two waves are then perpendicular. The fringes widen as the rays tilt. For s = 0.75, the root is √(2.89 − 0.5625) = 1.526 and P = 63.3 nm, 11 % above the normal-incidence value. For s = 1.35, which requires a medium of index above 1.35, such as water, in place of the air, P = 93.4 nm, 65 % above it. Light arriving over a range of angles therefore contains a range of vertical spacings, none of them smaller than λ/(2n), the value at normal incidence. This bound holds for each ray separately. The patterns of different rays drift out of step with height, so their sum loses contrast toward the top of the film, and for a wide cone its maxima are no longer evenly spaced.

*Laser line width.* At fixed indices, u_m is proportional to λ. A change of 0.5 pm moves the top maximum by 189.4 nm × 0.0005/193 ≈ 0.0005 nm, which is negligible here.

*Diffusion after exposure.* In a chemically amplified resist the light releases acid, which spreads during the subsequent bake. Suppose that the acid concentration is proportional to the dose and spreads vertically with a Gaussian distribution of rms length σ. The average of cos(Ku) over this Gaussian is cos(Ku) exp(−K²σ²/2), because the odd part of the shifted cosine averages to zero. With K = 2π/P, the contrast is multiplied by

exp(−2π²σ²/P²).

For σ = 10 nm the factor is 0.54 and the contrast falls from 0.964 to 0.52. For σ = 20 nm it falls to 0.083. These values hold several σ away from the film surfaces. Diffusion smooths the acid pattern; the optical fringes that produced it are unchanged.

**The real case**

The indices are rough values in the regime of 193 nm resist on bare silicon, and κ = 0.02 and the two diffusion lengths are likewise rough. A film of 200 nm is thick by the standards of immersion lithography, where about 100 nm is more typical. Production wafers commonly carry an antireflective layer under the resist, so the contrast of 0.964 describes an unprotected substrate. Real silicon also carries a thin native oxide, which the model omits. A 2 nm layer of index 1.56 leaves spacing and contrast practically unchanged, but it puts the lowest maximum 17.2 nm above the oxide instead of 19.1 nm and lowers the peak from 1.92 to 1.77. Of the effects considered here, oblique incidence changes the spacing most: for a single ray at the edge of the lens aperture it moves 56.8 nm to about 63 nm for the dry case above and to about 93 nm for the immersion case. A uniformly filled, incoherent, unpolarized cone gives less. Up to s = 0.75 the maxima are about 60 nm apart and the contrast falls from 0.86 near the substrate to 0.75 near the top. Up to s = 1.35 successive gaps are about 64 and 52 nm, and the contrast falls from 0.48 near the substrate to below 0.2 in the upper part of the film. Diffusion can also remove most of the contrast left in the resist, as the 20 nm example shows.

The third digit of the spacing belongs to the stated inputs, not to a particular resist. An index of 1.65 would give 58.5 nm and one of 1.75 would give 55.1 nm, whereas an error of 0.5 nm in the wavelength changes the spacing by only 0.15 nm at fixed index. The fall of n with wavelength raises this somewhat, to about 0.2 nm for a slope of −0.003 per nm. For a real film at normal incidence, the refractive index is the quantity to measure well. The values used here are listed in the numerical output below.

Computed values

```
Vacuum wavelength: 193 nm
Resist index: 1.7
Substrate index: 0.9 + 2.8i
Film thickness: 200 nm
Wavelength in resist: 113.5 nm
Fringe spacing, formula: 56.76 nm
Fringe spacing, wave equation: 56.76 nm
Half vacuum wavelength: 96.5 nm
Substrate reflectance R: 0.581
Magnitude of r: 0.762
Reflection phase phi: -121.2 degrees
Heights of maxima: 19.1, 75.9, 132.6, 189.4 nm
Heights of minima: 47.5, 104.3, 161.0 nm
Fringe contrast: 0.964
Ratio of maximum to minimum: 54.9
Weak reflector, R: 0.01
Weak reflector, contrast: 0.198
Peak |E|^2 at D = 200 nm: 1.923 (incident = 1)
Peak |E|^2 at D = 220 nm: 1.198 (incident = 1)
Absorbing resist, kappa: 0.02
Absorption coefficient: 0.00130 per nm
Single-pass transmission: 0.771
Largest spacing change by absorption: 0.009 nm
Contrast near top with absorption: 0.891
Spacing for edge ray, s = 0.75: 63.3 nm
Spacing for edge ray, s = 1.35: 93.4 nm
Wavelength change tested: 0.5 pm
Resulting shift of top maximum: 0.00049 nm
Latent contrast, diffusion 10 nm: 0.523
Latent contrast, diffusion 20 nm: 0.083
Spacing if index is 1.65: 58.5 nm
Spacing if index is 1.75: 55.1 nm
Spacing change per 0.5 nm of wavelength: 0.15 nm
```
